# Why the mean-field Frumkin isotherm needs g above 4 to jump

## First derivation: adsorption and desorption in balance

### A surface held at half coverage

Take a metal surface on which an inhibitor covers half of the adsorption sites, in a solution whose concentration is such that adsorption and desorption balance. Add a few molecules to the film. If the molecules ignore each other, the excess desorbs and the surface returns to half coverage. If they attract each other, the excess makes every molecule harder to remove, and it may grow instead. The strength of attraction that separates these two outcomes can be found in a few lines.

Let $\theta$ be the fraction of sites covered, $c$ the inhibitor concentration in the solution, and $t$ the time. Molecules arrive at the bare fraction $1-\theta$ with rate constant $k_a$. They leave with a rate constant that is $k_d$ on a nearly bare surface and is reduced by neighbours through the factor $e^{-g\theta}$:
$$\frac{d\theta}{dt}=k_a c\,(1-\theta)-k_d\,\theta\,e^{-g\theta}.$$
Divide by $k_d$, and define the dimensionless time $\tau=k_d t$, the adsorption constant $K=k_a/k_d$ and the dimensionless concentration $x=Kc$. Then
$$\frac{d\theta}{d\tau}=F(\theta)=x(1-\theta)-\theta e^{-g\theta}.$$

Half coverage is a steady state if $x/2=e^{-g/2}/2$, that is, if $x=e^{-g/2}$. Put $\theta=1/2+u$ with small $u$. The change of $F$ to first order is $F'(1/2)\,u$, where
$$F'(\theta)=-x-e^{-g\theta}+g\theta e^{-g\theta}.$$
The second term comes from differentiating $\theta$ and the third from differentiating the exponential. At $\theta=1/2$ and $x=e^{-g/2}$ all three terms share the factor $e^{-g/2}$, so
$$\frac{du}{d\tau}=e^{-g/2}\left(-1-1+\frac g2\right)u=\frac{g-4}{2}\,e^{-g/2}\,u.$$
For $g<4$ the excess decays; for $g>4$ it grows. The two units in the bracket are the restoring effects: fewer bare sites to adsorb on, and more molecules available to desorb. The term $g/2$ is the reduction of desorption by attraction. It must outweigh both of the others.

This settles the stability of one coverage at one concentration. A statement about jumps must cover all coverages and all concentrations, and it must say where an unstable surface ends up.

### What the factor means

Setting $F=0$ and dividing by $1-\theta$ gives the Frumkin isotherm
$$\frac{\theta}{1-\theta}\,e^{-g\theta}=x=Kc .$$
The position of the factor fixes the sign convention. Beside $\theta/(1-\theta)$, with $g>0$, it lowers the concentration needed to hold a given coverage, which is attraction. The same factor placed beside $Kc$ would mean repulsion. If the exponent is written $2a\theta$ instead of $g\theta$, a threshold $g=4$ reads $a=2$.

The parameter $g$ is an energy divided by the thermal energy. Let $U$ be the net stabilisation, per mole, that a molecule feels from its neighbours when the surface is full. In a mean field a molecule at coverage $\theta$ feels the part $U\theta$, whatever the arrangement of its neighbours. The desorption barrier rises by this amount, which gives the factor $e^{-U\theta/(RT)}$, with $R$ the gas constant and $T$ the temperature. Therefore
$$g=\frac{U}{RT}.$$
The word "net" matters for charged or polar inhibitors, since repulsion between head groups must already have been subtracted from the attraction between chains.

The rate law places all the attraction in desorption. That choice is not needed for the steady states. Suppose that a fraction $\alpha$ of the stabilisation speeds adsorption and the rest slows desorption. The rate becomes
$$x(1-\theta)e^{\alpha g\theta}-\theta e^{-(1-\alpha)g\theta}=e^{\alpha g\theta}F(\theta).$$
The prefactor is positive, so the zeros and the signs of the rate are those of $F$. The speed of the process changes, but its direction does not.

### All coverages at once

Take the logarithm of the isotherm and call the result $L$:
$$\ln x=L(\theta)=\ln\theta-\ln(1-\theta)-g\theta .$$
This gives the concentration needed for each coverage. It tends to $-\infty$ as $\theta\to0$ and to $+\infty$ as $\theta\to1$, so every positive concentration has at least one steady coverage. Its slope is
$$L'(\theta)=\frac1\theta+\frac1{1-\theta}-g=\frac{1}{\theta(1-\theta)}-g .$$
Completing the square gives $\theta(1-\theta)=1/4-(\theta-1/2)^2\le1/4$, with equality at half coverage alone. Hence
$$L'(\theta)\ge 4-g .$$

The function $L$ also gives the direction of motion. By its definition, $\theta e^{-g\theta}=(1-\theta)e^{L(\theta)}$, and therefore
$$F(\theta)=(1-\theta)\left[x-e^{L(\theta)}\right].$$
Coverage increases wherever $L(\theta)<\ln x$ and decreases wherever $L(\theta)>\ln x$. A steady state on a rising part of $L$ is therefore stable, because a small excess puts the surface where coverage decreases and a small deficit puts it where coverage increases. On a falling part both signs are reversed and the state is unstable.

### Attraction below and at the threshold

If $g<4$, the slope $L'$ is positive everywhere. Each concentration has one steady coverage, which attracts the surface from any starting point. As $c$ changes slowly, $\theta$ follows the smooth inverse function of $L$, whose slope is
$$\frac{d\theta}{d\ln c}=\frac{1}{L'(\theta)}\le\frac{1}{4-g}.$$
The bound is reached at half coverage. Without interaction it is $1/4$; at $g=3.5$ it is 2, eight times as steep. Strong steepening thus appears well before any discontinuity.

If $g=4$, the slope of $L$ vanishes at half coverage and is positive elsewhere. A function whose slope vanishes at a single point and is otherwise positive still increases strictly, so the coverage remains a continuous function of concentration. To see its shape, put $\theta=1/2+u$. The first two terms of $L$ become
$$\ln\frac{1/2+u}{1/2-u}=\ln\frac{1+2u}{1-2u}=2\left[2u+\frac{(2u)^3}{3}+\dots\right]=4u+\frac{16u^3}{3}+\dots$$
The interaction term is $-4(1/2+u)=-2-4u$. The linear terms cancel, leaving
$$\ln x+2=\frac{16}{3}u^3+\dots,\qquad u\simeq\left[\frac{3(\ln x+2)}{16}\right]^{1/3}.$$
The curve has a vertical tangent but no gap. Raising $\ln x$ by $10^{-6}$ from its central value shifts the coverage by 0.0057, a large response to a change of one part in a million, which still shrinks to zero with the change that causes it.

### Attraction above the threshold

If $g>4$, the slope of $L$ is negative around half coverage. It vanishes where $\theta(1-\theta)=1/g$, that is, $\theta^2-\theta+1/g=0$. The roots are
$$\theta_\mp=\frac{1\mp s}{2},\qquad s=\sqrt{1-\frac4g}.$$
Thus $L$ rises up to $\theta_-$, falls between $\theta_-$ and $\theta_+$, and rises again beyond $\theta_+$. Write $\ln x_{\rm up}=L(\theta_-)$ for the local maximum and $\ln x_{\rm dn}=L(\theta_+)$ for the local minimum. Between these two concentrations there are three steady coverages: a stable low one, an unstable middle one and a stable high one.

Start with a bare surface and raise the concentration slowly. The coverage follows the lower branch up to $\theta_-$. When $x$ passes $x_{\rm up}$, the lower branch has ended. Now $L(\theta)<\ln x$ at every coverage below the upper branch, so $F>0$ all the way there, and the coverage moves across the gap. When the concentration is lowered again, the dense film persists until $x_{\rm dn}$ and then falls to the lower branch.

This proves the first form of the result: **within the mean-field rate law, a slow sweep over the whole range of concentration produces a coverage jump if $g>4$, and produces none if $g\le4$.** Here "slow" means the limit of vanishing sweep rate. The relaxation time of the coverage diverges at the turning points, and at half coverage for $g=4$, so any finite rate lags there.

The two limits lie symmetrically about $\ln x=-g/2$. Substituting $\theta_-$ in $L$ gives
$$\ln x_{\rm up}=\ln\frac{1-s}{1+s}-\frac g2(1-s)=-\frac g2+\left[\frac{gs}{2}-\ln\frac{1+s}{1-s}\right].$$
For $\theta_+$ the sign of $s$ is reversed, and with it the sign of the bracket, which we call $B$. Thus $\ln x_{\rm up}=-g/2+B$ and $\ln x_{\rm dn}=-g/2-B$. Since $g=4/(1-s^2)$,
$$B=\frac{2s}{1-s^2}-\ln\frac{1+s}{1-s}.$$
Expand both terms in $s$: the first is $2s+2s^3+\dots$ and the second is $2s+2s^3/3+\dots$. Near the threshold, therefore, $B\simeq4s^3/3$, and the hysteresis opens as the power $3/2$ of $1-4/g$. The gap in coverage, which is of order $s$, opens much faster than the gap in concentration. Just above $g=4$ a sizeable jump comes with very little hysteresis.

For strong attraction, $g\gg4$, the expansion of the square root gives $s\simeq1-2/g$, so $\theta_-\simeq1/g$. Then $L(\theta_-)\simeq-\ln g-1$, or $x_{\rm up}\simeq1/(eg)$, where $e$ is the base of natural logarithms. The film must still build up a coverage of about $1/g$ before it can run away, and at that coverage attraction lowers the required concentration only by a factor of about $e$. The symmetry about $-g/2$ then gives $x_{\rm dn}\simeq g\,e^{1-g}$, which is far smaller, so a dense film survives down to concentrations far below the one needed to form it.

### Abrupt in concentration, not in time

Just beyond $x_{\rm up}$ the surface lingers near $\theta_-$. Differentiating $L'$ gives
$$L''(\theta)=-\frac{1-2\theta}{\theta^2(1-\theta)^2},$$
and at $\theta_-$, where $1-2\theta=s$ and $\theta(1-\theta)=1/g$, this is $-g^2s$. Let $x=x_{\rm up}(1+\varepsilon)$ with small positive $\varepsilon$, and now let $u=\theta-\theta_-$. To leading order $e^{L}\simeq x_{\rm up}(1-g^2su^2/2)$, so
$$\frac{du}{d\tau}\simeq(1-\theta_-)\,x_{\rm up}\left(\varepsilon+\frac{g^2s}{2}u^2\right).$$
Because $\int_{-\infty}^{\infty}du/(a+bu^2)=\pi/\sqrt{ab}$, the time spent in the bottleneck is
$$\Delta\tau\simeq\frac{\pi}{(1-\theta_-)\,x_{\rm up}\,g}\sqrt{\frac{2}{s\,\varepsilon}} .$$
It grows without bound as $\varepsilon\to0$. A sweep at finite speed therefore overshoots the limit, and a jump that is sharp in the slow limit appears delayed and rounded. A gradual record in time is not by itself evidence against a fold in the isotherm.

### An inhibitor on steel

Consider a long-chain alkylamine that inhibits the corrosion of mild steel in hydrochloric acid. Take as rough values a net lateral stabilisation $U=12$ kJ/mol and an adsorption constant $K=5000$ L/mol at 298.15 K. Then
$$g=\frac{12\times10^3\ \text{J/mol}}{R\times298.15\ \text{K}}=4.84,$$
which exceeds 4. The square root is $s=\sqrt{1-4/4.84}=0.417$, so the turning points are
$$\theta_-=\frac{1-0.417}{2}=0.29,\qquad \theta_+=\frac{1+0.417}{2}=0.71 .$$
The concentration scale is $1/K=200$ micromol/L. Multiplying it by $x_{\rm up}=e^{L(\theta_-)}$ and by $x_{\rm dn}=e^{L(\theta_+)}$ gives limits of 20 micromol/L for rising concentration and 16 micromol/L for falling concentration.

The coverage reached after each jump is the other solution of the isotherm at the same concentration, found numerically by enclosing the root in a shrinking interval. On the way up the coverage goes from 0.29 to 0.87, and on the way down from 0.71 to 0.13. These are results of the mean-field model for the stated inputs, with the surface taken as uniform throughout.

## Second derivation: counting arrangements, and what each route assumes

### Symbols and results carried over

The covered fraction is $\theta$, the concentration is $c$, and $x=Kc$ with $K$ the adsorption constant at low coverage. The attraction is $g=U/(RT)$, where $U$ is the net lateral stabilisation per mole felt by a molecule on a full surface. The rate law gave the isotherm $\ln x=L(\theta)=\ln[\theta/(1-\theta)]-g\theta$, with $L'=1/[\theta(1-\theta)]-g\ge4-g$. For $g>4$ the curve $L$ falls between $\theta_-$ and $\theta_+$, and a slow sweep jumps at one concentration on the way up and at a lower one on the way down. The rates do not say which of the two stable coverages is the equilibrium state. Counting arrangements answers this, and it gives the threshold again without any rate law.

### The weight of a coverage

Let the surface have $N$ equivalent sites, of which $n$ are occupied. There are $N!/[n!(N-n)!]$ ways to choose them. In an ideal dilute solution each adsorbed molecule contributes a factor proportional to $c$, and $K$ is defined so that this factor is $x$ when no other molecule is present.

For the attraction, let every pair of adsorbed molecules, near or far, contribute an energy $-g/N$ in units of the thermal energy. A molecule added to $n$ others then gains $gn/N=g\theta$, which is the stabilisation used in the rate law. There are $n(n-1)/2$ pairs, so the total weight of occupation $n$ is
$$W_n=\frac{N!}{n!\,(N-n)!}\,x^n\exp\left[\frac{g\,n(n-1)}{2N}\right].$$
This is the model for which a mean field is justified: with equal attraction between all pairs, the energy depends on the number of molecules and not on where they sit.

For large $N$, Stirling's formula $\ln N!\simeq N\ln N-N$ gives
$$\ln\frac{N!}{n!(N-n)!}\simeq N\ln N-n\ln n-(N-n)\ln(N-n),$$
since the linear terms cancel. With $n=N\theta$, the terms in $\ln N$ cancel as well, leaving $-N[\theta\ln\theta+(1-\theta)\ln(1-\theta)]$. The pair term is $Ng\theta^2/2$ up to a part that does not grow with $N$. Hence $W_n\simeq e^{-Nf(\theta)}$ to leading order in the exponent, with
$$f(\theta)=\theta\ln\theta+(1-\theta)\ln(1-\theta)-\frac g2\theta^2-\theta\ln x .$$
This is the free energy per site in units of the thermal energy. As $N$ grows, the weight concentrates at the lowest minimum of $f$, and that minimum is the equilibrium coverage.

Differentiating, and noting that the constants $+1$ and $-1$ from the two logarithmic terms cancel,
$$f'(\theta)=\ln\frac{\theta}{1-\theta}-g\theta-\ln x,\qquad f''(\theta)=\frac{1}{\theta(1-\theta)}-g .$$
The condition $f'=0$ is the Frumkin isotherm. The first term of $f''$ comes from the entropy of mixing. It is smallest at half coverage, where it equals 4. The threshold is thus the attraction that cancels the entropy where it resists least.

### The equilibrium jump

For $g\le4$ the derivative $f'$ increases strictly from $-\infty$ to $+\infty$. The free energy has one minimum, which moves continuously with $\ln x$. There is no jump.

For $g>4$ two minima can compete, and a symmetry decides between them. Compare $f$ at $\theta$ and at $1-\theta$. The entropy terms are unchanged by the exchange. Since $\theta^2-(1-\theta)^2=2\theta-1$ and $\theta-(1-\theta)=2\theta-1$,
$$f(\theta)-f(1-\theta)=-(2\theta-1)\,h,\qquad h=\ln x+\frac g2 .$$
If $h>0$, each coverage above one half has a lower free energy than its mirror image below one half. Half coverage itself is not a minimum, because $f'(1/2)=-g/2-\ln x=-h$ is not zero. The equilibrium coverage therefore lies above one half. For $h<0$ the same argument places it below one half.

It remains to show that the coverage does not slide through one half as $h$ passes zero. On the interval from $1/2$ to 1, $f''$ starts at $4-g<0$ and increases, so $f'$ first falls and then rises to $+\infty$. For $h>0$ it starts from the negative value $-h$, and it therefore crosses zero once, on its rising part, beyond $\theta_+$. As $h$ decreases to zero, this root moves continuously to a limit that is no smaller than $\theta_+$, which is greater than one half. By symmetry the root for negative $h$ approaches the mirror image of that limit.

To find the limit, put $\theta=(1+m)/2$ and $\ln x=-g/2$ in $f'=0$:
$$\ln\frac{1+m}{1-m}=\frac g2(1+m)-\frac g2=\frac{gm}{2}.$$
The left side is $2\,\mathrm{artanh}\,m$, so
$$m=\tanh\frac{gm}{4}.$$
The equilibrium coverage jumps from $(1-m)/2$ to $(1+m)/2$ at $x=e^{-g/2}$, and $m$ is the size of the jump.

This is the second form of the result: **within mean-field equilibrium, the coverage is continuous for $g\le4$ and jumps for $g>4$.** Near the threshold, dividing $\mathrm{artanh}\,m=m+m^3/3+\dots$ by $m$ gives $1+m^2/3\simeq g/4$, so $m\simeq\sqrt{3(g-4)/4}$. The jump grows continuously from zero as $g$ passes 4.

### The same inhibitor at equilibrium

For the alkylamine example, $g=4.84$ and $K=5000$ L/mol. The equilibrium jump is at $x=e^{-4.84/2}=0.089$, or
$$c=\frac{0.089}{5000\ \text{L/mol}}=18\ \text{micromol/L}.$$
This lies between the sweep limits of 16 and 20 micromol/L. Solving the equation for $m$ numerically gives $m=0.67$, so the coverage jumps from 0.165 to 0.835. The bare fraction falls by a factor of 5. If the metal dissolved from bare sites alone, at an unchanged rate per site, the corrosion rate would fall by the same factor.

A finite surface rounds the jump. By the symmetry relation the two minima differ in $f$ by about $mh$ when $h$ is small, so the ratio of their weights varies with $h$ as $e^{Nmh}$, apart from a constant factor that does not grow with $N$. The change takes place over a range of $h$ of order $1/(Nm)$. Summing the weights $W_n$ directly for $N=40\,000$ gives a mean coverage of 0.163 at $h=-0.005$ and 0.837 at $h=+0.005$. These means lie 0.002 outside the jump coverages because each branch has its own slope. At $\theta=0.165$ that slope is $1/[1/(0.165\times0.835)-4.84]\simeq0.41$, and $0.41\times0.005\simeq0.002$.

Temperature enters through $g=U/(RT)$. With $U$ held fixed, the jump disappears when $g=4$, at
$$T=\frac{U}{4R}=361\ \text{K}=88\ ^\circ\text{C}.$$
In a pickling bath at 333.15 K, $g=4.33$ and the jump has shrunk to the range from 0.27 to 0.73. The concentration at which it occurs there would also require $K$ at the bath temperature, which is not specified here.

### What each derivation assumes

Both routes assume equivalent sites, one molecule per site, a stabilisation proportional to coverage, and an ideal solution whose concentration is not depleted by adsorption. These common assumptions produce the function $L$, and with it the number 4. The agreement of the two thresholds is therefore no evidence that real films obey the model.

The kinetic route assumes in addition that one coverage describes the whole surface at each moment, and that this coverage obeys a rate law without fluctuations. It needs the ratio of adsorption to desorption rates, but not the way in which attraction is divided between them. It describes what a slow experiment does, including hysteresis, and it leaves open which state is the more stable.

The counting route needs no rates. It assumes that the surface can reach its lowest free energy. It gives one jump concentration and no hysteresis, and it is silent about the waiting time. In the example the two answers, 18 micromol/L at equilibrium against 20 and 16 in a sweep, refer to different experiments on the same model.

On a surface with short-range attraction, a patch of dense film can form while the rest remains nearly bare. Neither derivation describes the edge of such a patch. The sweep limits should therefore be read as the ends of the metastable branches of a uniform film, and not as predictions of where a real film must switch.

### Three effects that move the threshold

The first effect is correlation between neighbours. Suppose that each site of a square lattice interacts with its four nearest neighbours alone, with pair attraction $g/4$ in thermal units, so that a full surface gives the same $U$. Molecules then gather beside one another, which a mean field ignores. The exact partition sum of a long strip follows from the largest eigenvalue of its transfer matrix, which joins one row of sites to the next, and the ratio of the two largest eigenvalues gives the correlation length. At the threshold this length grows in proportion to the strip width. Applying that condition to strips 6 and 8 sites wide puts the threshold at $g\simeq7.03$. The known value for the infinite lattice, quoted here without derivation, is $8\ln(1+\sqrt2)\simeq7.05$.

At $g=4.84$ the same strips show a steep but finite rise. The slope $d\theta/d\ln c$ at half coverage is 1.855 for width 8 and 1.865 for width 10, and wider strips settle at 1.87. It is about seven and a half times the value of $1/4$ without interaction. At $g=8$, by contrast, the slope grows by a factor of 2.5 between widths 6 and 8, against 1.02 at $g=4.84$ and 1.66 at the threshold itself. Growth faster than at the threshold is what a developing jump produces. Some growth at these widths also occurs just below the threshold (1.34 at $g=6.5$).

The second effect is molecular size. Let one inhibitor molecule displace $r$ water molecules, and use the Flory free energy of mixing, $(\theta/r)\ln\theta+(1-\theta)\ln(1-\theta)$ per water site in thermal units, which is minus the entropy of mixing in units of the gas constant. Multiplying by $r$ to count per inhibitor molecule, differentiating, and adding the mean-field attraction gives
$$\ln x=\ln\theta-r\ln(1-\theta)-g\theta+\text{constant}.$$
The slope is $1/\theta+r/(1-\theta)-g$. Its minimum satisfies $1/\theta^2=r/(1-\theta)^2$, so $(1-\theta)/\theta=\sqrt r$ and $\theta=1/(1+\sqrt r)$. There the first two terms sum to
$$(1+\sqrt r)+\sqrt r\,(1+\sqrt r)=(1+\sqrt r)^2 .$$
This replaces 4, to which it reduces for $r=1$. For $r=3$ the threshold is 7.5. The Flory count is the limit of many neighbours per site. Guggenheim's count for a chain of three sites, with the same mean-field attraction, gives about 6.7 for four neighbours and 7.0 for six.

The third effect is a spread of site energies. Let a site bind more strongly than average by $\epsilon$, in units of $RT$, with a Gaussian distribution centred on zero. Its occupation is $p=1/(1+e^{-y-\epsilon})$ with $y=\ln x+g\theta$, and the coverage is the average $\theta=\langle p\rangle$. Writing $\ln x=y-g\langle p\rangle$ and differentiating with respect to $y$ gives
$$\frac{d\ln x}{dy}=1-g\,\langle p(1-p)\rangle .$$
Here $p(1-p)$ is a symmetric single peak centred at $\epsilon=-y$. Its overlap with the Gaussian is largest when the two centres coincide, at $y=0$. The isotherm folds when $g$ exceeds $1/\langle p(1-p)\rangle$ evaluated there. Without spread, $p=1/2$ and the threshold is 4. For a standard deviation of 3 kJ/mol, which is $1.21RT$ at 298.15 K, numerical integration gives 5.2.

### The model beside a real inhibitor film

The inputs for the alkylamine on steel are rough typical values, with $U$ chosen large enough to pass the mean-field threshold; a net attraction below $4RT$ gives no jump even in this model. The jump concentration is about 2 per cent of a rough micelle-formation limit of 1000 micromol/L, so micelles are not the main concern. The model's weak points are on the surface. Steel is polycrystalline and dissolves while the film forms, so its sites are not equivalent, and a long molecule covers more than one water site. With $g=4.84$ held fixed, each of the three corrected thresholds, 7.05, 7.5 and 5.2, lies above it. Each correction, applied alone with the sizes assumed here, removes the jump. The electrode potential has also been held fixed, although it can change $K$ as the film forms.

For this example a continuous rise is therefore a safer expectation than a discontinuity. If a fit of the Frumkin isotherm to coverage data returns $g$ slightly above 4, the fit alone does not establish a jump. Hysteresis that persists as the sweep is slowed would be stronger evidence, provided that the surface itself has not changed between the two directions. The loop must tend to a finite width over a wide range of sweep rates, because lag alone opens one without any fold: at $g=3.5$ the rate law gives a loop 0.30 wide in $\ln x$ at a sweep rate $d\ln x/d\tau=10^{-2}$, wider than the static loop of 0.24 at $g=4.84$. Conversely, growth of dense patches can close the loop of a true jump, so the absence of hysteresis does not exclude one.

All numerical values are calculated from the stated model.
